# Do straight etched sidewalls prove zero lateral reactivity?: a program that tests the result

```python
"""
Result under test: a trench sidewall can stay straight although it is laterally
reactive, if inhibitor arrives at least as fast as etchant can remove it.

Symbols (lengths in nm, times in s):
  k(t)  rate at which lateral etchant removes a complete inhibitor film
  D(t)  inhibitor deposition rate on the wall
  S     substrate removal rate / film removal rate, for the same etchant
  h, u  inhibitor thickness and substrate recess at one depth
  h0    thickness of a complete protecting layer
Finite-layer model: cover = min(h/h0, 1), dh/dt = D - k*cover,
                    du/dt = S*k*(1 - cover), each wall starts bare.
Thin-layer formula: u = S * max over later times s of integral(k - D)
                    from the exposure time to s.
"""
import numpy as np
from scipy.optimize import brentq

S = 2.0
H0 = 0.30
V = 5.0
T = 60.0
K0 = 0.50
MOD = 0.60
PERIOD = 20.0
DT = 0.01
OMEGA = 2 * np.pi / PERIOD
AMP = K0 * MOD / OMEGA


def k_wave(t):
    return K0 * (1 + MOD * np.sin(OMEGA * t))


def k_integral(t):
    return K0 * t + AMP * (1 - np.cos(OMEGA * t))


def simulate(k_rate, d_rate, t_end, exposed, h0=H0):
    """Integrate film and recess; rates are taken at each step midpoint."""
    start = np.rint(np.asarray(exposed) / DT).astype(int)
    h = np.zeros(len(start))
    u = np.zeros(len(start))
    for i in range(int(round(t_end / DT))):
        tm = (i + 0.5) * DT
        k, d = k_rate(tm), d_rate(tm)
        active = start <= i
        c1 = np.minimum(h / h0, 1)
        c2 = np.minimum((h + 0.5 * DT * (d - k * c1)) / h0, 1)
        c3 = np.minimum((h + 0.5 * DT * (d - k * c2)) / h0, 1)
        c4 = np.minimum((h + DT * (d - k * c3)) / h0, 1)
        cover = (c1 + 2 * c2 + 2 * c3 + c4) / 6
        h = h + active * DT * (d - k * cover)
        u = u + active * DT * S * k * (1 - cover)
    return h, u


def thin_layer(k_rate, d_rate, t_end, exposed):
    """Recess from the running-maximum formula."""
    mids = (np.arange(int(round(t_end / DT))) + 0.5) * DT
    net = np.array([k_rate(t) - d_rate(t) for t in mids])
    phi = np.concatenate(([0.0], np.cumsum(net) * DT))
    later_max = np.maximum.accumulate(phi[::-1])[::-1]
    idx = np.rint(np.asarray(exposed) / DT).astype(int)
    return S * (later_max[idx] - phi[idx])


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


tz = np.linspace(0, T, 121)
kappa = k_integral(T) - k_integral(tz)


def at(time):
    return int(np.argmin(abs(tz - time)))


def closed_form(eps):
    return S * (eps * kappa + (1 - eps) * H0 * (1 - np.exp(-kappa / H0)))


# No inhibitor, exact tracking, and a small proportional shortfall
EPS = 0.02
_, u_bare = simulate(k_wave, lambda t: 0.0, T, tz)
h_track, u_track = simulate(k_wave, k_wave, T, tz)
_, u_short = simulate(k_wave, lambda t: (1 - EPS) * k_wave(t), T, tz)
assert np.allclose(u_bare, S * kappa, atol=1e-4)
assert np.allclose(u_track, closed_form(0.0), atol=1e-4)
assert np.allclose(u_short, closed_form(EPS), atol=1e-4)
old = tz <= 50
track_spread = np.ptp(u_track[old])
assert track_spread < 1e-3
film_removed = k_integral(T) - u_track[0] / S
t99 = brentq(lambda t: k_integral(T) - k_integral(t) - H0 * np.log(100), 40, T)

# The wall angle fixes the rate difference, not the reactivity
_, u_fast = simulate(lambda t: 10 * k_wave(t),
                     lambda t: (10 - EPS) * k_wave(t), T, tz)
j40 = at(40)
slope_short = (u_short[0] - u_short[j40]) / (V * tz[j40])
slope_fast = (u_fast[0] - u_fast[j40]) / (V * tz[j40])
assert abs(slope_short - S * EPS * K0 / V) < 1e-5
assert abs(slope_fast - slope_short) < 1e-5

# Constant inhibitor supply with the correct time average
thin_const = thin_layer(k_wave, lambda t: K0, T, tz)
expected = np.where(tz <= T - PERIOD / 2, S * AMP * (1 + np.cos(OMEGA * tz)), 0)
assert np.allclose(thin_const, expected, atol=1e-4)
layer_errors = []
for layer in (0.30, 0.10, 0.03):
    _, u_layer = simulate(k_wave, lambda t: K0, T, tz, layer)
    if layer == H0:
        u_const = u_layer
    gap = u_layer - thin_const
    assert gap.min() > -2e-3 and gap.max() < S * layer + 2e-3
    layer_errors.append(gap.max())
assert layer_errors[0] > layer_errors[1] > layer_errors[2]

# Random schedules: general bound, and protection whenever D >= k
rng = np.random.default_rng(4)
tr = np.linspace(0, 20, 41)
for trial in range(5):
    kr = rng.uniform(0.2, 1.0, 20)
    dr = rng.uniform(0.0, 1.2, 20)
    safe = kr * rng.uniform(1.0, 2.0, 20)
    for supply in (dr, safe):
        kf = lambda t, a=kr: a[int(t)]
        df = lambda t, a=supply: a[int(t)]
        _, ur = simulate(kf, df, 20, tr, 0.05)
        gap = ur - thin_layer(kf, df, 20, tr)
        assert gap.min() > -2e-3 and gap.max() < S * 0.05 + 2e-3
        if supply is safe:
            assert ur.max() < S * 0.05 + 2e-3

# Excess supply with a short gap: new wall is scarred, old wall is spared
EXCESS, GAP_START, GAP_END = 0.10, 30.0, 32.0


def d_excess(t):
    return k_wave(t) + EXCESS


def d_gap(t):
    return 0.0 if GAP_START <= t < GAP_END else d_excess(t)


h_exc, u_exc = simulate(k_wave, d_excess, T, tz)
h_gap, u_gap = simulate(k_wave, d_gap, T, tz)
thin_gap = thin_layer(k_wave, d_gap, T, tz)
j30 = at(GAP_START)
gap_dose = k_integral(GAP_END) - k_integral(GAP_START)
assert abs(thin_gap[j30] - S * gap_dose) < 1e-4
assert thin_gap[tz <= 20].max() < 1e-6
assert abs(u_gap[0] - u_exc[0]) < 1e-6
assert u_gap[j30] - u_exc[j30] > 1.0

# Pulsed cycles with equal doses, in both orders, on one exposed wall spot
PULSE, PULSE_RATE, CYCLES = 2.0, 1.0, 5


def first_half(t):
    return PULSE_RATE if t % (2 * PULSE) < PULSE else 0.0


def second_half(t):
    return PULSE_RATE - first_half(t)


t_pulse = 2 * PULSE * CYCLES
pulse_results = []
for kp, dp, target in ((second_half, first_half, 0.0),
                       (first_half, second_half, S * PULSE * PULSE_RATE)):
    thin = thin_layer(kp, dp, t_pulse, [0.0])[0]
    _, up = simulate(kp, dp, t_pulse, [0.0])
    assert abs(thin - target) < 1e-6
    assert -2e-3 < up[0] - thin < S * H0 + 2e-3
    pulse_results.append((thin, up[0]))

# Diagnostic: floor stopped at T, then inhibitor switched off
OFF = 5.0
_, u_off = simulate(k_wave, lambda t: k_wave(t) if t < T else 0.0, T + OFF, tz)
off_dose = k_integral(T + OFF) - k_integral(T)
assert np.allclose(u_off, S * off_dose, atol=1e-3)

show("Etch time", T, "s", 1)
show("Floor speed", V, "nm/s", 2)
show("Trench depth", V * T, "nm", 1)
show("Mean film removal rate k", K0, "nm/s", 2)
show("Relative modulation of k", MOD, "(dimensionless)", 2)
show("Modulation period", PERIOD, "s", 1)
show("Substrate/film rate ratio S", S, "(dimensionless)", 2)
show("Protecting layer h0", H0, "nm", 2)
show("Film removal capacity over full etch", k_integral(T), "nm")
show("No inhibitor: recess at top", u_bare[0], "nm")
show("No inhibitor: mean wall angle from vertical",
     np.degrees(np.arctan(u_bare[0] / (V * T))), "degree")
show("Tracking D=k: recess at top", u_track[0], "nm", 4)
show("Tracking D=k: recess spread, depth 0-250 nm", track_spread, "nm", 6)
show("Tracking D=k: film left at top", h_track[0], "nm", 4)
show("Tracking D=k: inhibitor removed at top", film_removed, "nm")
show("Tracking D=k: foot height to 99% of skin loss", V * (T - t99), "nm", 2)
show("Constant D: supply rate", K0, "nm/s", 2)
show("Constant D: scallop spacing", V * PERIOD, "nm", 1)
show("Constant D: thin-layer recess at depth 100 nm", thin_const[at(20)], "nm")
show("Constant D: thin-layer recess at depth 50 nm", thin_const[at(10)], "nm")
show("Constant D: finite-layer recess at depth 100 nm", u_const[at(20)], "nm")
show("Constant D: finite-layer recess at depth 50 nm", u_const[at(10)], "nm")
for layer, err in zip((0.30, 0.10, 0.03), layer_errors):
    show(f"Largest finite-layer excess recess, h0={layer:.2f} nm", err, "nm", 4)
show("Shortfall: fraction epsilon", EPS, "(dimensionless)", 3)
show("Shortfall: recess at top", u_short[0], "nm")
show("Shortfall: recess at depth 200 nm", u_short[j40], "nm")
show("Shortfall: wall angle", np.degrees(np.arctan(slope_short)), "degree", 4)
show("Tenfold k: mean k", 10 * K0, "nm/s", 2)
show("Tenfold k: fraction epsilon", EPS / 10, "(dimensionless)", 4)
show("Tenfold k: wall angle", np.degrees(np.arctan(slope_fast)), "degree", 4)
show("Gap case: excess supply D-k", EXCESS, "nm/s", 2)
show("Gap case: supply off from", GAP_START, "s", 1)
show("Gap case: supply off until", GAP_END, "s", 1)
show("Gap case: film removal capacity in gap", gap_dose, "nm")
show("Gap case: thin-layer recess at depth 150 nm", thin_gap[j30], "nm")
show("Gap case: finite-layer recess at depth 150 nm", u_gap[j30], "nm")
show("Gap case: finite-layer recess at top", u_gap[0], "nm")
show("No gap: finite-layer recess at depth 150 nm", u_exc[j30], "nm")
show("No gap: finite-layer recess at top", u_exc[0], "nm")
show("Gap case: film left at top", h_gap[0], "nm")
show("Pulses: number of cycles", CYCLES, "(count)", 0)
show("Pulses: length of each half-cycle", PULSE, "s", 1)
show("Pulses: dose per half-cycle", PULSE * PULSE_RATE, "nm", 2)
for name, (thin, finite) in zip(("deposit first", "etch first"), pulse_results):
    show(f"Pulses, {name}: thin-layer recess", thin, "nm")
    show(f"Pulses, {name}: finite-layer recess", finite, "nm")
show("Switch-off test: duration", OFF, "s", 1)
show("Switch-off test: film removal capacity", off_dose, "nm")
show("Switch-off test: recess at top", u_off[0], "nm")
show("Switch-off test: recess spread, all depths", np.ptp(u_off), "nm", 6)
show("Switch-off test: inferred mean substrate rate", u_off[0] / OFF, "nm/s")
print("ALL CHECKS PASSED")
```

Printed output:

```
Etch time: 60.0 s
Floor speed: 5.00 nm/s
Trench depth: 300.0 nm
Mean film removal rate k: 0.50 nm/s
Relative modulation of k: 0.60 (dimensionless)
Modulation period: 20.0 s
Substrate/film rate ratio S: 2.00 (dimensionless)
Protecting layer h0: 0.30 nm
Film removal capacity over full etch: 30.000 nm
No inhibitor: recess at top: 60.000 nm
No inhibitor: mean wall angle from vertical: 11.310 degree
Tracking D=k: recess at top: 0.6000 nm
Tracking D=k: recess spread, depth 0-250 nm: 0.000020 nm
Tracking D=k: film left at top: 0.3000 nm
Tracking D=k: inhibitor removed at top: 29.700 nm
Tracking D=k: foot height to 99% of skin loss: 20.98 nm
Constant D: supply rate: 0.50 nm/s
Constant D: scallop spacing: 100.0 nm
Constant D: thin-layer recess at depth 100 nm: 3.820 nm
Constant D: thin-layer recess at depth 50 nm: 0.000 nm
Constant D: finite-layer recess at depth 100 nm: 4.409 nm
Constant D: finite-layer recess at depth 50 nm: 0.591 nm
Largest finite-layer excess recess, h0=0.30 nm: 0.5944 nm
Largest finite-layer excess recess, h0=0.10 nm: 0.1993 nm
Largest finite-layer excess recess, h0=0.03 nm: 0.0599 nm
Shortfall: fraction epsilon: 0.020 (dimensionless)
Shortfall: recess at top: 1.788 nm
Shortfall: recess at depth 200 nm: 0.988 nm
Shortfall: wall angle: 0.2292 degree
Tenfold k: mean k: 5.00 nm/s
Tenfold k: fraction epsilon: 0.0020 (dimensionless)
Tenfold k: wall angle: 0.2292 degree
Gap case: excess supply D-k: 0.10 nm/s
Gap case: supply off from: 30.0 s
Gap case: supply off until: 32.0 s
Gap case: film removal capacity in gap: 0.818 nm
Gap case: thin-layer recess at depth 150 nm: 1.635 nm
Gap case: finite-layer recess at depth 150 nm: 1.953 nm
Gap case: finite-layer recess at top: 0.393 nm
No gap: finite-layer recess at depth 150 nm: 0.375 nm
No gap: finite-layer recess at top: 0.393 nm
Gap case: film left at top: 5.179 nm
Pulses: number of cycles: 5 (count)
Pulses: length of each half-cycle: 2.0 s
Pulses: dose per half-cycle: 2.00 nm
Pulses, deposit first: thin-layer recess: 0.000 nm
Pulses, deposit first: finite-layer recess: 0.439 nm
Pulses, etch first: thin-layer recess: 4.000 nm
Pulses, etch first: finite-layer recess: 4.413 nm
Switch-off test: duration: 5.0 s
Switch-off test: film removal capacity: 3.455 nm
Switch-off test: recess at top: 6.910 nm
Switch-off test: recess spread, all depths: 0.000006 nm
Switch-off test: inferred mean substrate rate: 1.382 nm/s
ALL CHECKS PASSED
```
